# A Contractive Implicit Scheme for Thermal-Cycling Creep in Thin Films: verification in Python

```python
"""Thermoelastic power-law creep of a film bonded to a thick substrate.

Result under test: with equibiaxial stress s, modulus M(T), expansion mismatch
DALPHA (film minus substrate) and creep terms a_j |s|^n_j, the backward Euler
equation
    s/M_new + (h/2) sum_j a_j |s|^n_j sign(s) = s_old/M_old - DALPHA (T_new-T_old)
has one root for all n_j > 0, is contractive in s/M, and with step doubling
gives reliable heating-cooling loops.
Units: MPa, s, K, eV; energy density in kJ/m^3.  Material inputs are rough.
"""
import math
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

KB = boltzmann / charge
DALPHA = 26e-6            # 1/K, Pb minus Si
S_REF, T_REF = 10.0, 300.0
COLD, HOT = 280.0, 400.0
Q = 0.70                  # eV
DISLOCATION = (1e-6, 5.0, Q)   # uniaxial rate at S_REF and T_REF, exponent, energy
DIFFUSION = (2e-7, 1.0, Q)
C11, C12, C44 = 50e3, 42e3, 15e3   # MPa


# ---------- elastic modulus of a textured cubic film ----------
def modulus_from_tensor(normal, tangent):
    n = np.array(normal, float) / np.linalg.norm(normal)
    t = np.array(tangent, float) / np.linalg.norm(tangent)
    d = np.eye(3)
    cubic = np.zeros((3, 3, 3, 3))
    for i in range(3):
        cubic[i, i, i, i] = 1.0
    C = (C12 * np.einsum('ij,kl->ijkl', d, d)
         + C44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
         + (C11 - C12 - 2 * C44) * cubic)
    plane = np.einsum('ijkl,kl->ij', C, d - np.outer(n, n))
    upright = np.einsum('ijkl,kl->ij', C, np.outer(n, n))
    total = plane - (n @ plane @ n) / (n @ upright @ n) * upright
    assert abs(n @ total @ t) < 1e-8 * C11
    return t @ total @ t


bulk3 = C11 + 2 * C12
M111 = 6 * C44 * bulk3 / (bulk3 + 4 * C44)
M100 = C11 + C12 - 2 * C12**2 / C11
assert abs(modulus_from_tensor((1, 1, 1), (1, -1, 0)) / M111 - 1) < 1e-10
assert abs(modulus_from_tensor((1, 0, 0), (0, 1, 0)) / M100 - 1) < 1e-10


# ---------- in-plane creep rate is half the uniaxial rate ----------
def creep_potential(sx, sy, n):
    return math.sqrt(sx * sx - sx * sy + sy * sy)**(n + 1) / (n + 1)


for n in (0.5, 1.0, 5.0):
    d = 1e-5
    slope = (creep_potential(1.3 + d, 1.3, n) - creep_potential(1.3 - d, 1.3, n)) / (2 * d)
    assert abs(slope / (0.5 * 1.3**n) - 1) < 1e-7


# ---------- implicit scalar update ----------
def implicit_stress(trial, terms, changes=None):
    """Root of sum c |s|^n sign(s) = trial by Newton iteration in log |s|."""
    if trial == 0.0:
        return 0.0
    log_trial = math.log(abs(trial))
    logs = [(math.log(c) - log_trial, n) for c, n in terms]
    u = min(-g / n for g, n in logs)
    for _ in range(100):
        total = weighted = 0.0
        for g, n in logs:
            w = math.exp(g + n * u)
            total += w
            weighted += n * w
        change = math.log(total) * total / weighted
        u -= change
        if changes is not None:
            changes.append(change)
        if abs(change) < 1e-12 * (1 + abs(u)):
            return math.copysign(math.exp(u), trial)
    raise RuntimeError("Newton iteration did not converge")


def creep_terms(mechanisms, T):
    return [(r * S_REF**(-n) * math.exp(-q / KB * (1 / T - 1 / T_REF)), n)
            for r, n, q in mechanisms]


def backward_step(stress, T_old, T_new, h, film):
    modulus, mechanisms = film
    trial = stress / modulus(T_old) - DALPHA * (T_new - T_old)
    terms = [(1 / modulus(T_new), 1.0)]
    terms += [(0.5 * h * a, n) for a, n in creep_terms(mechanisms, T_new)]
    return implicit_stress(trial, terms)


rng = np.random.default_rng(4)
most_iterations = 0
for _ in range(300):
    terms = [(1.0, 1.0)] + [(10**rng.uniform(-2, 2), rng.uniform(0.2, 12)) for _ in range(2)]
    trial = rng.choice([-1, 1]) * 10**rng.uniform(-1, 1)
    changes = []
    root = implicit_stress(trial, terms, changes)

    def residual(s):
        return sum(c * abs(s)**n * np.sign(s) for c, n in terms) - trial
    lo, hi = sorted((0.0, 1.01 * trial))
    check = brentq(residual, lo, hi, xtol=1e-16, rtol=1e-13, maxiter=1000)
    assert abs(root - check) < 1e-9 * abs(check) + 1e-12
    assert min(changes) > -1e-11          # monotone approach from one side
    most_iterations = max(most_iterations, len(changes))

grid = np.linspace(-3, 3, 6002)
for n in (0.2, 0.5, 1.0, 3.0, 8.0):
    G = grid + 0.1 * np.sign(grid) * np.abs(grid)**n - 1.0
    assert np.all(np.diff(G) > 0) and np.sum(np.diff(np.sign(G)) != 0) == 1
positive = np.linspace(0.01, 3, 6001)
negative_exponent_roots = int(np.sum(np.diff(np.sign(positive + 0.1 / positive - 1)) != 0))
assert negative_exponent_roots == 2


# ---------- adaptive and uniform integration ----------
def adaptive_segment(stress, T_from, T_to, duration, tol, film):
    slope = (T_to - T_from) / duration
    t, h = 0.0, duration / 1000
    times, stresses = [0.0], [stress]
    estimate_sum, solves = 0.0, 0
    while t < duration:
        last = t + h >= duration * (1 - 1e-12)
        if last:
            h = duration - t
        Ta, Tm, Tb = (T_from + slope * x for x in (t, t + h / 2, t + h))
        whole = backward_step(stress, Ta, Tb, h, film)
        half = backward_step(stress, Ta, Tm, h / 2, film)
        twice = backward_step(half, Tm, Tb, h / 2, film)
        solves += 3
        estimate = abs(whole - twice)
        if estimate <= tol:
            t = duration if last else t + h
            stress = twice
            times.append(t)
            stresses.append(stress)
            estimate_sum += estimate
        factor = 0.9 * math.sqrt(tol / max(estimate, 1e-30))
        h = min(h * min(3.0, max(0.2, factor)), duration / 200)
    times = np.array(times)
    return times, T_from + slope * times, np.array(stresses), estimate_sum, solves


def uniform_segment(stress, T_from, T_to, duration, count, film):
    times = np.linspace(0, duration, count + 1)
    temps = np.linspace(T_from, T_to, count + 1)
    stresses = [stress]
    for i in range(count):
        stresses.append(backward_step(stresses[-1], temps[i], temps[i + 1],
                                      duration / count, film))
    return times, temps, np.array(stresses), 0.0, count


def run_cycles(film, speed, control, method=adaptive_segment, start=0.0, cycles=2):
    segments, stress = [], start
    for _ in range(cycles):
        for a, b in ((COLD, HOT), (HOT, COLD)):
            segments.append(method(stress, a, b, (HOT - COLD) / speed, control, film))
            stress = segments[-1][2][-1]
    return segments


def loop_summary(segments):
    heat, cool = segments[-2:]
    area = sum(np.sum(0.5 * (s[2][1:] + s[2][:-1]) * np.diff(s[1])) for s in (heat, cool))
    width = (np.interp(380, cool[1][::-1], cool[2][::-1]) - np.interp(380, heat[1], heat[2]))
    return dict(cold=cool[2][-1], low=heat[2].min(), width=width,
                energy=-2e3 * DALPHA * area, steps=len(heat[0]) + len(cool[0]) - 2,
                gap=abs(cool[2][-1] - heat[2][0]))


def constant_modulus(T):
    return M111


both = (constant_modulus, [DISLOCATION, DIFFUSION])
only5 = (constant_modulus, [DISLOCATION])
only1 = (constant_modulus, [DIFFUSION])

# isothermal closed form, and the error estimate against the true local error
rate5 = 0.5 * DISLOCATION[0] * S_REF**-5


def relaxed(s0, t):
    return (s0**-4 + 4 * M111 * rate5 * t)**-0.25


h = 0.02
whole = backward_step(20.0, 300, 300, h, only5)
half = backward_step(20.0, 300, 300, h / 2, only5)
twice = backward_step(half, 300, 300, h / 2, only5)
estimate_ratio = (whole - twice) / (twice - relaxed(20.0, h))
assert abs(estimate_ratio - 1) < 0.03
hold = adaptive_segment(20.0, 300, 300, 1000.0, 1e-4, only5)
assert abs(hold[2][-1] - relaxed(20.0, 1000.0)) < 0.03

# an exponent below one: the stress vanishes in a finite time
sublinear = (constant_modulus, [(1e-6, 0.5, Q)])
vanish_time = 2 * math.sqrt(10.0) / (M111 * 0.5e-6 / math.sqrt(S_REF))
assert abs(adaptive_segment(10.0, 300, 300, vanish_time / 2, 1e-4, sublinear)[2][-1] - 2.5) < 0.02
assert adaptive_segment(10.0, 300, 300, 1.5 * vanish_time, 1e-4, sublinear)[2][-1] < 1e-6


# contraction of elastic strain, also with a temperature-dependent modulus
def softening_modulus(T):
    return M111 * (1 - 1e-3 * (T - 300))


for n in (0.5, 1.0, 5.0):
    film = (softening_modulus, [(1e-6, n, Q)])
    upper = run_cycles(film, 0.1, 200, uniform_segment, 30.0)
    lower = run_cycles(film, 0.1, 200, uniform_segment, -30.0)
    for a, b in zip(upper, lower):
        gap = np.abs(a[2] - b[2]) / softening_modulus(a[1])
        assert np.all(np.diff(gap) <= 1e-14)

# ---------- independent high-order reference ----------
SPEED = 0.1
DURATION = (HOT - COLD) / SPEED


def reference_rhs(t, y, T_from, slope):
    T, s = T_from + slope * t, y[0]
    thermal = np.exp(-Q / KB * (1 / T - 1 / T_REF))
    uniaxial = thermal * (1e-6 * (abs(s) / 10)**5 + 2e-7 * abs(s) / 10) * np.sign(s)
    return [-M111 * (DALPHA * slope + 0.5 * uniaxial), 1e3 * s * uniaxial]


reference, y = [], [0.0, 0.0]
for a, b in ((COLD, HOT), (HOT, COLD)) * 2:
    sol = solve_ivp(reference_rhs, (0, DURATION), y, method='Radau', dense_output=True,
                    rtol=1e-9, atol=1e-8, args=(a, (b - a) / DURATION))
    assert sol.success
    reference.append(sol)
    y = sol.y[:, -1]
reference_energy = reference[3].y[1, -1] - reference[1].y[1, -1]


def largest_error(segments):
    return max(np.max(np.abs(seg[2] - ref.sol(seg[0])[0]))
               for seg, ref in zip(segments, reference))


accuracy = []
for tol in (1e-3, 1e-4, 1e-5):
    segs = run_cycles(both, SPEED, tol)
    err = largest_error(segs)
    total_estimate = sum(s[3] for s in segs)
    assert err <= 1.1 * total_estimate + 1e-5
    accuracy.append((tol, err, total_estimate, sum(s[4] for s in segs)))
for one, two in zip(accuracy, accuracy[1:]):
    assert 2.3 < one[1] / two[1] < 4.3     # square root of ten is expected
uniform_error = largest_error(run_cycles(both, SPEED, round(accuracy[1][3] / 4),
                                         uniform_segment))

# ---------- implicit bound and explicit failure at the same step ----------
bound = brentq(lambda s: 0.5 * sum(a * s**n for a, n in creep_terms(both[1], COLD))
               - DALPHA * SPEED, 0, 1000)
coarse = run_cycles(both, SPEED, 60, uniform_segment)
coarse_peak = max(np.max(np.abs(s[2])) for s in coarse)
assert coarse_peak <= bound * (1 + 1e-9)
explicit, failure_T = 0.0, None
for a, b in ((COLD, HOT), (HOT, COLD)):
    for i in range(60):
        if failure_T is None:
            T = a + (b - a) * i / 60
            explicit += 20 * reference_rhs(0, [explicit, 0], T, (b - a) / DURATION)[0]
            if abs(explicit) > 1000:
                failure_T = T
assert failure_T is not None

# ---------- loops ----------
loops = {}
for name, film in (("n=5", only5), ("n=1", only1), ("both", both)):
    for speed in (0.01, 0.1, 1.0):
        loops[name, speed] = loop_summary(run_cycles(film, speed, 1e-4))
        assert loops[name, speed]['gap'] < 0.01
main = loops["both", SPEED]
assert abs(main['energy'] / reference_energy - 1) < 0.005
ratio5 = loops["n=5", 0.1]['width'] / loops["n=5", 0.01]['width']
ratio1 = loops["n=1", 0.1]['width'] / loops["n=1", 0.01]['width']
assert abs(ratio5 / 10**0.2 - 1) < 0.03 and abs(ratio1 / 10 - 1) < 0.03
ends = [run_cycles(both, SPEED, 1e-4, start=s, cycles=1)[-1][2][-1] for s in (40.0, -40.0)]
assert abs(ends[0] - ends[1]) < 0.01

# ---------- sizes of neglected effects ----------
cold100 = loop_summary(run_cycles((lambda T: M100, both[1]), SPEED, 1e-4))['cold']
cold_soft = loop_summary(run_cycles((softening_modulus, both[1]), SPEED, 1e-4))['cold']
fast = [(10 * r, n, q) for r, n, q in both[1]]
cold_fast = loop_summary(run_cycles((constant_modulus, fast), SPEED, 1e-4))['cold']
SHEAR, BURGERS, FILM, WAFER, M_SI, HEAT = 8e3, 0.35, 1000.0, 5e5, 180e3, 1400.0
breakdown = math.sqrt(3) * SHEAR / 1000
cold_breakdown = breakdown * math.asinh(main['cold'] / breakdown)
line_stress = SHEAR * BURGERS / FILM
compliance = 4 * M111 * FILM / (M_SI * WAFER)
# two-layer plate with free stretching and bending, unit mismatch in the film
edges = ((M_SI, -WAFER / 2, WAFER / 2), (M111, WAFER / 2, WAFER / 2 + FILM))
moments = [sum(m * (z1**(p + 1) - z0**(p + 1)) / (p + 1) for m, z0, z1 in edges)
           for p in range(3)]
centre = WAFER / 2 + FILM / 2
plate = np.linalg.solve([[moments[0], moments[1]], [moments[1], moments[2]]],
                        [M111 * FILM, M111 * FILM * centre])
assert abs((plate[0] + plate[1] * centre) / compliance - 1) < 0.02

# ---------- output ----------
print("Rough inputs for a Pb film on Si")
print(f"elastic constants c11, c12, c44: {C11/1e3:.0f}, {C12/1e3:.0f}, {C44/1e3:.0f} GPa")
print(f"expansion mismatch: {DALPHA*1e6:.0f} ppm/K; cycle {COLD:.0f} to {HOT:.0f} K")
print(f"uniaxial creep rates at {S_REF:.0f} MPa, {T_REF:.0f} K: "
      f"n=5 {DISLOCATION[0]:.1e}/s, n=1 {DIFFUSION[0]:.1e}/s")
print(f"activation energy of both: {Q:.2f} eV")
print(f"film {FILM:.0f} nm, wafer {WAFER:.0f} nm, wafer modulus {M_SI/1e3:.0f} GPa")
print(f"shear modulus {SHEAR/1e3:.0f} GPa, Burgers length {BURGERS:.2f} nm, "
      f"heat capacity {HEAT:.0f} kJ/(m3 K)")
print(f"biaxial modulus (111): {M111/1e3:.2f} GPa; (100): {M100/1e3:.2f} GPa")
print(f"elastic thermal stress slope (111): {M111*DALPHA:.3f} MPa/K")
print("Solver checks")
print(f"most Newton iterations in 300 random cases: {most_iterations}")
print(f"roots found for exponent -1 (s + 0.1/s = 1): {negative_exponent_roots}")
print(f"estimated / true local error, n=5 hold: {estimate_ratio:.4f}")
print(f"n=5 hold at 300 K, 20 MPa after 1000 s: {hold[2][-1]:.3f} MPa "
      f"(closed form {relaxed(20.0, 1000.0):.3f} MPa)")
print(f"n=0.5 vanishing time from 10 MPa at 300 K, rate 1e-6/s at 10 MPa: {vanish_time:.1f} s")
print("Two cycles, both mechanisms, 0.1 K/s")
for tol, err, total, solves in accuracy:
    print(f"tolerance {tol:.0e} MPa: error {err:.5f} MPa, "
          f"summed estimates {total:.4f} MPa, solves {solves}")
print(f"uniform steps, solves as at 1e-4 MPa: error {uniform_error:.5f} MPa")
print(f"invariant stress bound: {bound:.3f} MPa")
print(f"implicit peak with 20 s steps: {coarse_peak:.3f} MPa")
print(f"explicit 20 s steps exceed 1000 MPa at: {failure_T:.0f} K")
print(f"cold stress after one cycle from +40, -40 MPa: {ends[0]:.4f}, {ends[1]:.4f} MPa")
print("Second-cycle loops: cold tension, greatest compression, width at 380 K (MPa);")
print("dissipated energy (kJ/m3); accepted steps")
for (name, speed), v in loops.items():
    print(f"{name:4s} {speed:4.2f} K/s: {v['cold']:8.3f} {v['low']:9.3f} "
          f"{v['width']:8.4f} {v['energy']:9.3f} {v['steps']:6d}")
print(f"energy from high-order reference, both, 0.1 K/s: {reference_energy:.3f} kJ/m3")
print(f"width ratio 0.1 to 0.01 K/s: n=5 {ratio5:.4f}, n=1 {ratio1:.4f}")
print(f"expected width ratios: n=5 {10**0.2:.4f}, n=1 {10.0:.4f}")
print("Neglected effects, both mechanisms, 0.1 K/s")
print(f"cold tension with (100) modulus: {cold100:.3f} MPa")
print(f"cold tension, modulus falling 0.1 percent per K: {cold_soft:.3f} MPa")
print(f"cold tension with tenfold creep rates: {cold_fast:.3f} MPa")
print(f"power-law breakdown stress, rough: {breakdown:.2f} MPa")
print(f"cold tension after breakdown, same n=5 creep rate: {cold_breakdown:.3f} MPa")
print(f"line-tension stress scale (shear modulus x Burgers / film): {line_stress:.2f} MPa")
print(f"strain fraction taken up by wafer: {100*compliance:.3f} percent")
print(f"adiabatic self-heating per cycle: {main['energy']/HEAT:.4f} K")
print("every check passed")
```

Running it gives:

```
Rough inputs for a Pb film on Si
elastic constants c11, c12, c44: 50, 42, 15 GPa
expansion mismatch: 26 ppm/K; cycle 280 to 400 K
uniaxial creep rates at 10 MPa, 300 K: n=5 1.0e-06/s, n=1 2.0e-07/s
activation energy of both: 0.70 eV
film 1000 nm, wafer 500000 nm, wafer modulus 180 GPa
shear modulus 8 GPa, Burgers length 0.35 nm, heat capacity 1400 kJ/(m3 K)
biaxial modulus (111): 62.16 GPa; (100): 21.44 GPa
elastic thermal stress slope (111): 1.616 MPa/K
Solver checks
most Newton iterations in 300 random cases: 7
roots found for exponent -1 (s + 0.1/s = 1): 2
estimated / true local error, n=5 hold: 0.9961
n=5 hold at 300 K, 20 MPa after 1000 s: 5.322 MPa (closed form 5.319 MPa)
n=0.5 vanishing time from 10 MPa at 300 K, rate 1e-6/s at 10 MPa: 643.4 s
Two cycles, both mechanisms, 0.1 K/s
tolerance 1e-03 MPa: error 0.04132 MPa, summed estimates 0.3363 MPa, solves 3051
tolerance 1e-04 MPa: error 0.01360 MPa, summed estimates 0.1509 MPa, solves 6027
tolerance 1e-05 MPa: error 0.00429 MPa, summed estimates 0.0518 MPa, solves 19437
uniform steps, solves as at 1e-4 MPa: error 0.04337 MPa
invariant stress bound: 20.427 MPa
implicit peak with 20 s steps: 19.382 MPa
explicit 20 s steps exceed 1000 MPa at: 400 K
cold stress after one cycle from +40, -40 MPa: 19.3593, 19.3593 MPa
Second-cycle loops: cold tension, greatest compression, width at 380 K (MPa);
dissipated energy (kJ/m3); accepted steps
n=5  0.01 K/s:   12.496    -9.547   5.6118    60.241    933
n=5  0.10 K/s:   19.425   -13.359   8.8943    88.716   1088
n=5  1.00 K/s:   29.860   -18.000  14.0970   125.952   1270
n=1  0.01 K/s:   34.771   -10.587   0.1739    32.665   1375
n=1  0.10 K/s:   73.190   -14.036   1.7429    57.425   1662
n=1  1.00 K/s:  121.610   -17.005  19.1623    79.613   1807
both 0.01 K/s:   12.262    -9.099   0.1739    32.615    922
both 0.10 K/s:   19.359   -13.202   1.7424    69.043   1049
both 1.00 K/s:   29.840   -17.937  11.3599   119.818   1252
energy from high-order reference, both, 0.1 K/s: 69.052 kJ/m3
width ratio 0.1 to 0.01 K/s: n=5 1.5849, n=1 10.0202
expected width ratios: n=5 1.5849, n=1 10.0000
Neglected effects, both mechanisms, 0.1 K/s
cold tension with (100) modulus: 17.490 MPa
cold tension, modulus falling 0.1 percent per K: 19.429 MPa
cold tension with tenfold creep rates: 12.262 MPa
power-law breakdown stress, rough: 13.86 MPa
cold tension after breakdown, same n=5 creep rate: 15.745 MPa
line-tension stress scale (shear modulus x Burgers / film): 2.80 MPa
strain fraction taken up by wafer: 0.276 percent
adiabatic self-heating per cycle: 0.0493 K
every check passed
```
